# Choosing the Least-Squares Window for Surface Normals in Cell-Based Etching: a numerical check

```python
"""
Result under test: grid bias of angle-dependent etch yields when the surface
normal is a local least-squares fit to cell heights.
A plane of slope m = tan(alpha), 0 <= m <= 1, is stored on square cells of side 1.
Column heights are floor(m*i + c), with grid offset c uniform in [0, 1).
The fit uses columns -n..n around the hit column; S = sum of i^2 in the window.
Beam angle beta is measured from the grid vertical; ions travel towards the risers.
A column receives ions in proportion to cos(beta) + step*sin(beta),
where step (0 or 1) is its height above the preceding column.
True incidence is theta = |beta - alpha|. Claims:
  column average of fitted slope = m;
  variance = sum_ij i*j*C(m*(i-j))/S^2;
  covariance of step and fitted slope = -sum_i i*C(m*(i+1))/S;
  C(x) = 1/12 - frac(x)*(1-frac(x))/2.
Yield model: Y/Y0 = x^F * exp(-Q*(x-1)), x = 1/cos(theta).
"""
import numpy as np
import sympy as sp

F_EXP, Q_EXP = 2, 1


def relative_yield(theta):
    x = 1.0 / np.cos(theta)
    return x**F_EXP * np.exp(-Q_EXP * (x - 1.0))


def moment_sum(n):
    return n * (n + 1) * (2 * n + 1) / 3


def height_patterns(m, n):
    """All height patterns: offset widths, fitted slopes, steps."""
    i = np.arange(-n, n + 1)
    cuts = np.sort(np.concatenate(([0.0, 1.0], (-m * i) % 1.0)))
    widths = np.diff(cuts)
    middles = 0.5 * (cuts[1:] + cuts[:-1])
    heights = np.floor(m * i + middles[:, None])
    slopes = heights @ i / np.sum(i**2)
    return widths, slopes, heights[:, n] - heights[:, n - 1]


def enumerated_variance(m, n):
    widths, slopes, _ = height_patterns(m, n)
    return np.sum(widths * (slopes - m)**2)


def enumerated_covariance(m, n):
    widths, slopes, steps = height_patterns(m, n)
    return np.sum(widths * steps * (slopes - m))


def rounding_correlation(x):
    frac = np.mod(x, 1.0)
    return 1 / 12 - frac * (1 - frac) / 2


def formula_variance(m, n):
    i = np.arange(-n, n + 1)
    corr = rounding_correlation(m * (i[:, None] - i[None, :]))
    return i @ corr @ i / moment_sum(n)**2


def formula_covariance(m, n):
    i = np.arange(-n, n + 1)
    return -np.sum(i * rounding_correlation(m * (i + 1))) / moment_sum(n)


def small_slope_coefficient(n):
    return 3 * (2*n*n + 2*n + 1) / (5 * n * (n + 1) * (2*n + 1))


def hit_weights(m, n, beta):
    widths, slopes, steps = height_patterns(m, n)
    weights = widths * (np.cos(beta) + steps * np.sin(beta))
    return weights, slopes


def hit_average_yield(m, n, beta):
    weights, slopes = hit_weights(m, n, beta)
    values = relative_yield(beta - np.arctan(slopes))
    return np.sum(weights * values) / np.sum(weights)


# Moments of the fitted slope and of the ion hit weight
rng = np.random.default_rng(20)
for n in (1, 2, 3, 5, 9):
    for m in rng.uniform(0.01, 0.99, 12):
        widths, slopes, steps = height_patterns(m, n)
        assert abs(np.sum(widths * slopes) - m) < 1e-11
        assert abs(enumerated_variance(m, n) - formula_variance(m, n)) < 1e-11
        assert abs(enumerated_covariance(m, n)
                   - formula_covariance(m, n)) < 1e-11
        beta = rng.uniform(0, np.pi / 2)
        weights, slopes = hit_weights(m, n, beta)
        alpha = np.arctan(m)
        assert abs(weights.sum() - np.cos(beta - alpha) / np.cos(alpha)) < 1e-11
        mean_error = np.sum(weights * (slopes - m)) / weights.sum()
        predicted = (np.sin(beta) * formula_covariance(m, n)
                     / (np.cos(beta) + m * np.sin(beta)))
        assert abs(mean_error - predicted) < 1e-10

# Small slopes, the isolated-step rule, and the worst orientation
for n in range(2, 9):
    coefficient = small_slope_coefficient(n)
    for m in (0.2 / (2*n), 0.9 / (2*n)):
        assert abs(enumerated_variance(m, n) - (coefficient*m - m*m)) < 1e-11
    m = 0.93 / (n + 1)
    lone_slope = 3 / (2 * (2*n + 1))
    assert abs(enumerated_covariance(m, n) - (lone_slope*m - m*m)) < 1e-11
    widths, slopes, steps = height_patterns(m, n)
    struck = (steps == 1) & (widths > 1e-12)
    assert np.allclose(slopes[struck], lone_slope, atol=1e-12)
    peak = enumerated_variance(coefficient / 2, n)
    assert abs(peak - coefficient**2 / 4) < 1e-11
    scan = [enumerated_variance(v, n) for v in np.linspace(0, 1, 1001)]
    assert max(scan) <= peak + 1e-11

# Average over slopes, by midpoint quadrature
slope_grid = (np.arange(3000) + 0.5) / 3000
orientation_mean = {}
for n in (3, 6):
    orientation_mean[n] = np.mean([enumerated_variance(v, n)
                                   for v in slope_grid])
    assert abs(orientation_mean[n] * 12 * moment_sum(n) - 1) < 2e-3

# Decay with window size at the golden-ratio slope
golden = (np.sqrt(5) - 1) / 2
window_means = []
for first in (16, 128):
    window_means.append(np.mean([enumerated_variance(golden, n)
                                 for n in range(first, 2 * first)]))
variance_exponent = np.log(window_means[1] / window_means[0]) / np.log(8)
assert -4.15 < variance_exponent < -3.4


def trace_and_fit(alpha, beta, n, ions, seed):
    """Occupancy grid, cell-by-cell ion flight, fit to measured heights."""
    generator = np.random.default_rng(seed)
    m, columns, offset = np.tan(alpha), 2000, 3.27
    rows = int(m * columns) + 12
    line = m * np.arange(columns) + offset
    solid = (np.arange(rows) + 0.5)[None, :] <= line[:, None]
    heights = solid.sum(axis=1)
    windows = np.lib.stride_tricks.sliding_window_view(heights, 2*n + 1)
    fitted = np.polyfit(np.arange(-n, n + 1), windows.T, 1)[0]
    dx, down = np.sin(beta), np.cos(beta)
    results = np.empty(ions)
    for k, x in enumerate(generator.uniform(50, columns - 150, ions)):
        y = m * x + offset + 2.0
        ix, iy = int(np.floor(x + 0.5)), int(np.floor(y))
        while not solid[ix, iy]:
            time_x = (ix + 0.5 - x) / dx if dx > 1e-14 else np.inf
            time_y = (y - iy) / down if down > 1e-14 else np.inf
            if time_x < time_y:
                x, y, ix = ix + 0.5, y - down * time_x, ix + 1
            else:
                x, y, iy = x + dx * time_y, float(iy), iy - 1
        assert iy == heights[ix] - 1
        results[k] = relative_yield(beta - np.arctan(fitted[ix - n]))
    return results.mean(), results.std(ddof=1) / np.sqrt(ions)


deg = np.pi / 180
monte_carlo = []
for a, b, ions in ((8, 78, 12000), (35, 0, 12000), (2, 90, 3000)):
    mean, error = trace_and_fit(a * deg, b * deg, 3, ions, 100 + a)
    expected = hit_average_yield(np.tan(a * deg), 3, b * deg)
    assert abs(mean - expected) < 5 * error + 1e-9
    monte_carlo.append((a, b, mean, error, expected))

# Expansion of the yield bias, with a Taylor remainder bound
n_exp, alpha_exp, beta_exp = 5, 20 * deg, 65 * deg
m_exp = np.tan(alpha_exp)
u = sp.symbols("u", real=True)
inverse_cos = sp.sqrt(1 + u**2) / (np.cos(beta_exp) + u * np.sin(beta_exp))
g = inverse_cos**F_EXP * sp.exp(-Q_EXP * (inverse_cos - 1))
g1, g2, g3 = [sp.lambdify(u, sp.diff(g, u, k), "numpy") for k in (1, 2, 3)]
weights, slopes = hit_weights(m_exp, n_exp, beta_exp)
weights = weights / weights.sum()
errors = slopes - m_exp
first_term = (g1(m_exp) * np.sin(beta_exp) * formula_covariance(m_exp, n_exp)
              / (np.cos(beta_exp) + m_exp * np.sin(beta_exp)))
second_term = 0.5 * g2(m_exp) * np.sum(weights * errors**2)
true_exp = relative_yield(beta_exp - alpha_exp)
full_bias = hit_average_yield(m_exp, n_exp, beta_exp) - true_exp
span = np.linspace(min(slopes.min(), m_exp), max(slopes.max(), m_exp), 2001)
bound = np.max(np.abs(g3(span))) * np.sum(weights * np.abs(errors)**3) / 6
assert abs(full_bias - first_term - second_term) <= 1.001 * bound + 1e-12

# Curved profile without rounding: sinusoid, slope fitted at its zero crossing
amplitude, wavelength, n_curve = 5.0, 100.0, 5
wave_number = 2 * np.pi / wavelength
i = np.arange(-n_curve, n_curve + 1)
fit_slope = np.polyfit(i, amplitude * np.sin(wave_number * i), 1)[0]
curve_error = fit_slope - amplitude * wave_number
curve_formula = (-amplitude * wave_number**3
                 * (3*n_curve**2 + 3*n_curve - 1) / 30)
assert abs(curve_error / curve_formula - 1) < 0.01

# Yield maximum found on a fine angular grid
angles = np.linspace(0, 89, 89001) * deg
peak_angle = angles[np.argmax(relative_yield(angles))]
assert abs(np.cos(peak_angle) - Q_EXP / F_EXP) < 1e-4

print(f"yield model: f={F_EXP}, q={Q_EXP} (dimensionless)")
print(f"yield peak: {peak_angle/deg:.2f} deg, "
      f"Y/Y0={relative_yield(peak_angle):.4f}")
print("slope errors: n, K/2 = worst rms, slope there, orientation rms")
for n in (3, 6):
    half = small_slope_coefficient(n) / 2
    print(f"  {n}  {np.sqrt(enumerated_variance(half, n)):.5f}  "
          f"{half:.5f}  {np.sqrt(orientation_mean[n]):.5f}")
print(f"golden-slope variance exponent in n: {variance_exponent:.2f}")
true_70 = relative_yield(70 * deg)
print(f"fixed incidence 70 deg: true Y/Y0={true_70:.4f}")
print("alpha/deg beta/deg | Y/Y0 n=3, bias % | Y/Y0 n=8, bias %")
for a in (0, 5, 10, 15, 20):
    y3, y8 = [hit_average_yield(np.tan(a*deg), n, (a+70)*deg) for n in (3, 8)]
    print(f"  {a:2d} {a+70:2d} | {y3:.4f} {100*(y3/true_70-1):+.2f}"
          f" | {y8:.4f} {100*(y8/true_70-1):+.2f}")
m10 = np.tan(10 * deg)
widths, slopes, _ = height_patterns(m10, 3)
equal = np.sum(widths * relative_yield(80*deg - np.arctan(slopes)))
weights, slopes = hit_weights(m10, 3, 80 * deg)
print(f"alpha=10 deg, beta=80 deg, n=3: true slope={m10:.5f}")
print(f"  hit-mean fitted slope={np.sum(weights*slopes)/weights.sum():.5f}")
print(f"  Y/Y0 with equal column weights={equal:.4f}")
print("vertical beam, n=3: alpha/deg, true Y/Y0, grid Y/Y0, bias %")
for a in (10, 20, 30, 40):
    true = relative_yield(a * deg)
    grid = hit_average_yield(np.tan(a * deg), 3, 0.0)
    print(f"  {a}  {true:.4f}  {grid:.4f}  {100*(grid/true-1):+.3f}")
m2 = np.tan(2 * deg)
print(f"sidewall taper 2 deg: slope={m2:.5f}, "
      f"true Y/Y0={relative_yield(88*deg):.3e}")
print("  n, hit-mean fitted slope, its angle/deg, grid Y/Y0")
for n in (3, 10, 20, 40):
    weights, slopes = hit_weights(m2, n, np.pi / 2)
    mean_slope = np.sum(weights * slopes) / weights.sum()
    print(f"  {n}  {mean_slope:.5f}  {np.arctan(mean_slope)/deg:.3f}  "
          f"{hit_average_yield(m2, n, np.pi/2):.3e}")
print("Monte Carlo n=3: alpha/deg beta/deg Y/Y0 std.error enumerated")
for a, b, mean, error, expected in monte_carlo:
    print(f"  {a} {b}  {mean:.5f}  {error:.5f}  {expected:.5f}")
print("expansion: alpha=20 deg, beta=65 deg, n=5, in Y/Y0")
print(f"  true={true_exp:.5f}, full bias={full_bias:+.6f}")
print(f"  first={first_term:+.6f}, second={second_term:+.6f}, "
      f"remainder bound={bound:.6f}")
print(f"sinusoid: amplitude={amplitude:.0f}, wavelength={wavelength:.0f} "
      f"cells, n={n_curve}")
print(f"  slope={amplitude*wave_number:.5f}, error={curve_error:.6f}, "
      f"formula={curve_formula:.6f}")
print("done: every assertion held")
```

Output:

```
yield model: f=2, q=1 (dimensionless)
yield peak: 60.00 deg, Y/Y0=1.4715
slope errors: n, K/2 = worst rms, slope there, orientation rms
  3  0.08929  0.08929  0.05455
  6  0.04670  0.04670  0.02140
golden-slope variance exponent in n: -3.85
fixed incidence 70 deg: true Y/Y0=1.2485
alpha/deg beta/deg | Y/Y0 n=3, bias % | Y/Y0 n=8, bias %
   0 70 | 1.2485 +0.00 | 1.2485 +0.00
   5 75 | 1.2172 -2.51 | 1.2485 -0.00
  10 80 | 1.2844 +2.87 | 1.2605 +0.96
  15 85 | 1.1553 -7.46 | 1.2513 +0.22
  20 90 | 1.2298 -1.50 | 1.2438 -0.38
alpha=10 deg, beta=80 deg, n=3: true slope=0.17633
  hit-mean fitted slope=0.19531
  Y/Y0 with equal column weights=1.2229
vertical beam, n=3: alpha/deg, true Y/Y0, grid Y/Y0, bias %
  10  1.0153  1.0161  +0.078
  20  1.0621  1.0626  +0.048
  30  1.1422  1.1426  +0.028
  40  1.2556  1.2554  -0.021
sidewall taper 2 deg: slope=0.03492, true Y/Y0=8.026e-10
  n, hit-mean fitted slope, its angle/deg, grid Y/Y0
  3  0.21429  12.095  5.237e-01
  10  0.07143  4.086  4.297e-04
  20  0.03659  2.095  2.689e-09
  40  0.03703  2.121  3.706e-09
Monte Carlo n=3: alpha/deg beta/deg Y/Y0 std.error enumerated
  8 78  1.26818  0.00237  1.26583
  35 0  1.19528  0.00019  1.19510
  2 90  0.52371  0.00000  0.52371
expansion: alpha=20 deg, beta=65 deg, n=5, in Y/Y0
  true=1.32172, full bias=+0.000809
  first=+0.000678, second=+0.000140, remainder bound=0.000029
sinusoid: amplitude=5, wavelength=100 cells, n=5
  slope=0.31416, error=-0.003664, formula=-0.003679
done: every assertion held
```
